Time to a small failed fraction of Weibull-distributed gate oxides

**Question**

A population of power transistors is held at constant gate bias and temperature. Its gate oxides fail by one wear-out mechanism, and failed devices are not replaced. The hazard h(t) is defined so that h dt is the probability that a device still working at time t fails in the next interval dt. It follows the power law

h(t) = (β/η)(t/η)^(β−1),

with shape factor β = 2 and characteristic life η = 10⁶ h. Time counts hours under bias. A year is 8766 h, and 1 FIT is one failure per 10⁹ device hours.

(a) Derive the failed fraction F(t), state what η means, and find the time t_F at which a given fraction F has failed.

(b) Calculate the time to 0.01 percent failure. Find the leading estimate for small F and its first correction.

(c) Find the median life, the mean life, and the hazard at the time found in (b). What would that time be for β = 1 and the same η? What is the chance that a fleet of 10⁴ independent devices has had at least one failure by the time found in (b)?

(d) What fraction fails in ten years? What characteristic life would limit this fraction to 0.01 percent, with β = 2 unchanged?

(e) Suppose that a device consists of N independent cells. A cell fails when two independent events have both occurred in it, each at constant rate r, and the device fails with its first cell. Find the life distribution for large N and the first correction to it. How does the time to a given failed fraction change if ten devices operate together and the first failure counts?

(f) The devices are silicon carbide transistors with 50 nm of silicon dioxide, 20 V on the gate and a temperature of 150 °C. Estimate how the answer to (b) responds, one change at a time, to:

- a shape factor 10 percent lower or higher, at fixed η;
- an early-failing share of 0.1 percent, with shape factor 0.7 and characteristic life 10⁵ h;
- an oxide 5 percent thinner at the same voltage, if life varies as exp(−γE) with γ = 3.5 cm/MV, where E is the oxide field;
- operation 25 K hotter, if life varies as exp(E_a/kT) with E_a = 0.7 eV.

**Model answers**

**(a)** Let S = 1 − F be the surviving fraction. In dt, the fraction h dt of the survivors fails, so

dS/dt = −hS, with S(0) = 1.

Dividing by S and integrating from 0 to t gives

ln S = −∫₀ᵗ (β/η)(t′/η)^(β−1) dt′ = −(t/η)^β.

Therefore

F(t) = 1 − exp[−(t/η)^β].

At t = η the surviving fraction is 1/e for every β. The characteristic life is thus the time by which about 63 percent of the population has failed.

To invert the law, take the logarithm of 1 − F = exp[−(t_F/η)^β], change the sign, and take the positive root:

t_F = η[−ln(1 − F)]^(1/β).

For fixed F and η, a very large β brings t_F close to η, because the exponent 1/β tends to zero. The failures are then concentrated around one time. A small β spreads them widely, to times both well before and well after η.

**(b)** The fraction is F = 10⁻⁴, not 10⁻², because 0.01 percent means 0.01/100. Then

−ln(1 − F) = 1.00005 × 10⁻⁴,

t_F = 10⁶ h × √(1.00005 × 10⁻⁴) = 10000.25 h.

For small F, the logarithm expands as

−ln(1 − F) = F + F²/2 + … = F(1 + F/2 + …).

Raising this to the power 1/β and using (1 + ε)^(1/β) ≈ 1 + ε/β gives

t_F = ηF^(1/β)[1 + F/(2β) + O(F²)].

The leading estimate is 10⁶ h × √10⁻⁴ = 10⁴ h. The correction is F/4, or 25 parts per million of that estimate. The useful answer is **about 10⁴ h, or 1.14 years under bias**. The further digits describe the formula, not the knowledge of a real population.

**(c)** The median follows from F = 1/2:

t_median = η(ln 2)^(1/2) = 8.33 × 10⁵ h.

The mean life is the integral of t(−dS/dt). Integration by parts turns it into the area under S, since tS vanishes at both ends:

t_mean = ∫₀^∞ exp[−(t/η)²] dt = η√π/2 = 8.86 × 10⁵ h.

Both times are more than eighty times the answer to (b), so a long mean life does not by itself secure a small early failed fraction.

At t_F the hazard is

h(t_F) = 2t_F/η² = 2 × 10⁻⁸ per hour = 20 FIT.

Its time average from 0 to t_F is (t_F/η)²/t_F = t_F/η², or 10 FIT. The factor of two arises because the hazard rises linearly from zero.

For β = 1 the hazard is constant at 1/η, and

t_F = −η ln(1 − F) = 100 h.

At the same η, the change of shape factor from two to one therefore shortens the time a hundredfold. A constant hazard acts at full strength from the start, whereas wear-out with β = 2 has hardly begun.

All 10⁴ devices survive to t_F with probability (1 − 10⁻⁴)^10000. The chance of at least one failure is

1 − (1 − 10⁻⁴)^10000 = 0.632.

The expected number of failures is one, yet there is a 37 percent chance of seeing none. A direct observation of this part of the distribution thus needs well over 10⁴ devices; a smaller test reaches it by extrapolation.

**(d)** Ten years are 87660 h, and (t/η)² = 0.08766² = 0.00768. Hence

F = 1 − exp(−0.00768) = 0.765 percent.

This is about 77 times the target, close to the square of the ratio of the times, 8.766² ≈ 76.8, because F ≈ (t/η)² when F is small. The required characteristic life is

η = 87660 h/√(1.00005 × 10⁻⁴) = 8.77 × 10⁶ h.

**(e)** One event has occurred by time t with probability p = 1 − e^(−rt). Both have occurred with probability p², since they are independent. The device survives if all N cells survive:

S = (1 − p²)^N, so ln S = N ln(1 − p²).

Write y = rt. For small y,

p = y − y²/2 + …, p² = y² − y³ + …,

ln(1 − p²) = −p² − p⁴/2 − … = −y² + y³ + O(y⁴).

Now define η = 1/(r√N) and x = t/η, so that y = x/√N. Multiplication by N gives

ln S = −x² + x³/√N + O(x⁴/N).

At fixed x and large N, S tends to exp[−(t/η)²]. This is the Weibull law with β = 2: the shape factor equals the number of events needed in a cell. The first correction is positive, so a device with finitely many cells lives slightly longer than the limiting law says. To find the delay at fixed F, set x = x₀ + δ, where x₀ is the limiting value. To first order,

2x₀δ = x₀³/√N, so δ/x₀ = x₀/(2√N).

As an illustration, 40000 devices of 400 cells were sampled by drawing exponential event times with r = 5 × 10⁻⁸ per hour, for which η = 10⁶ h. The sampled time to a failed fraction of 1 − 1/e was 1.019 × 10⁶ h. The delay formula with x₀ = 1 predicts an excess of 2.5 percent over η; solving N ln(1 − p²) = −1 exactly for N = 400 gives 2.52 percent. The sample gave 1.9 percent; its random scatter is about 0.36 percentage points (one standard deviation), so it lies about 1.7 standard deviations low. The sampled time to 1 percent failure was 1.00 × 10⁵ h, in agreement with the Weibull value within its scatter of about 2.4 percent, since only some 400 failures fix it; the predicted delay of 0.25 percent is too small to be seen. The slope of ln[−ln(1 − F)] against ln t between these two points was 1.98, with a scatter of about 0.02.

If m independent devices must all survive, their joint survival is

S^m = exp[−m(t/η)^β] = exp{−[t/(ηm^(−1/β))]^β}.

The shape factor is unchanged, and every time to a given failed fraction is multiplied by m^(−1/β). For m = 10 and β = 2 the factor is 1/√10, and the time to 0.01 percent falls to 3162 h. The fraction now refers to groups of ten. Independence matters: a shared defect or a common overvoltage would invalidate the product S^m.

**(f)** *Shape factor.* With η fixed, ln(t_F/η) = (1/β) ln[−ln(1 − F)]. Here the last logarithm is close to ln 10⁻⁴, a large negative number, and so a modest change of β matters:

β = 1.8: t_F ≈ 6000 h,
β = 2.2: t_F ≈ 15200 h.

*Early failures.* Let q = 10⁻³ be the early-failing share. The time now solves

q{1 − exp[−(t/10⁵ h)^0.7]} + (1 − q){1 − exp[−(t/10⁶ h)²]} = 10⁻⁴.

Numerical root finding gives t = 3357 h, or about 3400 h. At that time the main population contributes about (0.003357)² = 1.1 × 10⁻⁵, and the early share supplies the remaining 8.9 × 10⁻⁵. One device in a thousand thus determines most of the result.

*Thinner oxide.* If the whole gate voltage lies across the oxide, the field is 20 V/50 nm = 4.00 MV/cm. In the thinner oxide it is 4.00/0.95 = 4.211 MV/cm. Life is multiplied by

exp(−3.5 × 0.2105) = 0.479,

which gives about 4800 h. Since β is held fixed, t_F scales with η. This is a simplification: in percolation models of breakdown β falls roughly in proportion to the thickness, and β = 1.9 with the same factor on η would give about 3800 h.

*Higher temperature.* From T₁ = 423.15 K to T₂ = 448.15 K, life is multiplied by

exp[(E_a/k)(1/T₂ − 1/T₁)] = 0.343,

which gives about 3400 h.

The device dimensions, stress and acceleration parameters are round illustrative values, not data for a particular product. The values of β and η are set by the question and are not measurements. In particular, β = 2 is not claimed for the intrinsic wear-out of a real oxide this thick, and the two-event cell in (e) is not offered as its microscopic mechanism. Real populations can break the assumption of a single distribution: the early-failing share chosen here shortens the time about threefold. The field and temperature laws are empirical assumptions, and their parameters need not hold far from the stress at which they were determined. Each change considered here moves the answer by tens of percent or by a factor of up to about three, against 25 parts per million for the small-F correction. For the stated population the answer remains 10⁴ h; for a real product it is an estimate that depends on the evidence for the early tail.
